# Gillespie simulation of hydrogen passivation and its binomial stationary law

## One dangling bond

Take one silicon dangling bond at an Si/SiO2 interface. It is either active (it carries no hydrogen) or passivated (Si–H). An active bond is passivated at rate $k_p$, a passivated one dissociates at rate $k_d$, and the two states alternate. The mean stay is $1/k_p$ in the active state and $1/k_d$ in the passivated state, so the fraction of time spent active is

$$f=\frac{1/k_p}{1/k_p+1/k_d}=\frac{k_d}{k_p+k_d}.$$

With $k_p=2.308\times10^{-3}$ and $k_d=6.895\times10^{-4}\ \mathrm{s^{-1}}$ the stays average 433 s and 1450 s, and $f=433/1883=0.230$. A list with one entry per visited state would be half active and half passivated, whatever the rates. An average over visited states must therefore weight each one by its dwell time.

## Model and exact solution

There are $N$ such sites and $n$ of them are active. Assume that $N$ is fixed, that the sites are independent with equal rates, that temperature $T$ and dissolved hydrogen concentration $[\mathrm{H_2}]$ are constant, and that atomic hydrogen leaves without reacting again. The reactions are

- passivation: active site + H2 → Si–H + H, with $k_p=A_p[\mathrm{H_2}]e^{-E_p/k_BT}$;
- dissociation: Si–H → active site + H, with $k_d=A_de^{-E_d/k_BT}$.

Both release atomic hydrogen, which is removed, so the stationary state is driven and is not full chemical equilibrium.

**Transient.** The probability $p$ that one site is active obeys

$$\dot p=k_d(1-p)-k_pp=k_d-\lambda p=-\lambda(p-f),\qquad \lambda=k_p+k_d,$$

because $k_d=\lambda f$. Hence $p(t)=f+[p(0)-f]e^{-\lambda t}$. Sites that start active or passivated have, respectively,

$$p_1=f+(1-f)e^{-\lambda t},\qquad p_0=f(1-e^{-\lambda t}).$$

From $n_0$ active sites, $n(t)$ is the sum of two independent binomial numbers, with

$$\langle n\rangle=n_0p_1+(N-n_0)p_0=Nf+(n_0-Nf)e^{-\lambda t},$$
$$\mathrm{Var}\,n=n_0p_1(1-p_1)+(N-n_0)p_0(1-p_0).$$

**Stationary law.** The count falls by one at total rate $k_pn$ and rises by one at $k_d(N-n)$. In the stationary state the probability of the set $\{0,\dots,n\}$ is constant. It can change only by steps between $n$ and $n+1$, so the two flows there balance:

$$k_p(n+1)P(n+1)=k_d(N-n)P(n).$$

Repeated use from $n=0$ gives

$$P(n)=P(0)\frac{N(N-1)\cdots(N-n+1)}{n!}\left(\frac{k_d}{k_p}\right)^n=P(0)\binom Nn\left(\frac{k_d}{k_p}\right)^n.$$

The sum over $n$ is $P(0)(1+k_d/k_p)^N=1$, so $P(0)=(k_p/\lambda)^N=(1-f)^N$. Since $k_d/k_p=f/(1-f)$,

$$P(n)=\binom Nn f^n(1-f)^{N-n}.$$

For the moments write $n=\sum_i s_i$, with $s_i=1$ for an active site and 0 otherwise. Then $\langle s_i\rangle=f$, and $s_i^2=s_i$ gives $\mathrm{Var}\,s_i=f-f^2$. Independent variances add:

$$\langle n\rangle=Nf,\qquad \mathrm{Var}\,n=Nv,\qquad v=f(1-f).$$

For $f\ll1$ the variance approaches the mean, as for a Poisson law; for $f\to1$ it vanishes because nearly every site is active.

## The scheme

In state $n$ the total event rate is $R=k_pn+k_d(N-n)$. The probability $S(t)$ that nothing has happened obeys $\dot S=-RS$, so $S=e^{-Rt}$. Setting $S=1-u_1$, with $u_1$ uniform on $[0,1)$, gives the wait

$$\tau=-\frac{\ln(1-u_1)}{R}.$$

The joint density for waiting $t$ and then passivating is $k_pn\,e^{-Rt}=(k_pn/R)\,(Re^{-Rt})$. It factorizes, so the type of event is independent of the wait and a second uniform number $u_2$ selects it.

```
function RUN(n, duration):
    left = duration
    dwell[0..N] = 0
    loop:
        R   = kp*n + kd*(N-n)
        tau = -log(1-u1)/R            # fresh u1
        if tau >= left:
            dwell[n] += left
            return n, dwell
        dwell[n] += tau
        left     -= tau
        if u2*R < kp*n: n = n-1       # fresh u2
        else:           n = n+1

n, _ = RUN(0, 20/lambda)              # burn-in, discarded
repeat for each block:
    n, dwell = RUN(n, block_length)
    add dwell to the histogram
mean     = sum(n*dwell)/sum(dwell)
variance = sum((n-mean)^2*dwell)/sum(dwell)
```

The wait cut off at a block end may be drawn afresh, because $S(t+s)/S(t)=e^{-Rs}$ does not depend on the time $t$ already waited.

## Error bars

Successive states are correlated, and a test of the variance needs the resulting error. For one site, $\langle s(0)s(\tau)\rangle=f\,p_1(\tau)$. Subtracting $f^2$ leaves the autocovariance $ve^{-\lambda\tau}$, so that of $n$ is $Nve^{-\lambda\tau}$. The time average over a length $T_r$ has variance

$$\frac{1}{T_r^2}\int_0^{T_r}\!\!\int_0^{T_r}Nve^{-\lambda|t-s|}dt\,ds=\frac{2Nv}{T_r^2}\int_0^{T_r}(T_r-\tau)e^{-\lambda\tau}d\tau,$$

since a separation $\tau$ occurs with weight $2(T_r-\tau)$. Integration by parts gives $T_r/\lambda-(1-e^{-\lambda T_r})/\lambda^2$ for the last integral. Therefore

$$\mathrm{Var}\,\bar n=Nv\,g(\lambda T_r),\qquad g(x)=\frac2x\left[1-\frac{1-e^{-x}}x\right].$$

For the variance estimate put $x_i=s_i-f$ and $y=n-Nf=\sum_ix_i$. Then

$$y^2=\sum_ix_i^2+2\sum_{i<j}x_ix_j,\qquad x_i^2=(1-2f)s_i+f^2.$$

The single-site terms contribute $N(1-2f)^2ve^{-\lambda\tau}$ to the autocovariance of $y^2$. Each of the $N(N-1)/2$ pairs contributes $4(ve^{-\lambda\tau})^2$. All other covariances vanish: single-site terms of different sites are independent, and every other product with a pair term contains an unpaired factor of zero mean. Integrating over time as before, the average of $y^2$ has variance

$$2N(N-1)v^2g(2\lambda T_r)+N(1-2f)^2v\,g(\lambda T_r).$$

Measuring deviations from the run's own mean instead of $Nf$ lowers the expected result by $\mathrm{Var}\,\bar n$, which is negligible in a long run.

## Cost

The stationary event rate is $\langle R\rangle=k_pNf+k_dN(1-f)=2Nk_pk_d/\lambda=2N\lambda v$, so one relaxation time $1/\lambda$ costs $2Nv$ events, each of fixed cost. For large $N$ and $\lambda T_r$, at fixed $f$, the first term of the last formula dominates and $g(2\lambda T_r)\approx1/(\lambda T_r)$. The relative error of the variance is then

$$\varepsilon\approx\sqrt{\frac{2}{\lambda T_r}}.$$

An error of 1% needs $\lambda T_r=2/\varepsilon^2=20\,000$ and $4Nv/\varepsilon^2$ events. Memory is one histogram of $N+1$ entries. If every site has its own rates, the count no longer fixes $R$. Each site's state must then be stored, and an event selected by a linear search costs of order $N$ operations.

## Stability and failure modes

There is no time step, hence no step-size error or instability. The count stays in range: at $n=0$ the test $u_2R<0$ fails, and at $n=N$ it reads $u_2<1$, which holds. Using $1-u_1$ avoids the logarithm of zero. Counting down the time left in each block avoids adding short waits to a very large clock reading.

**Counting visits.** State $n$ is left at rate $R(n)P(n)$, so visits carry that weight. With $R=k_dN+(k_p-k_d)n$, the visit average is

$$\frac{\langle nR\rangle}{\langle R\rangle}=Nf+\frac{(k_p-k_d)Nv}{2N\lambda v}=Nf+\frac{1-2f}{2},$$

because $(k_p-k_d)/\lambda=1-2f$. The shift does not depend on $N$. It turns $f$ into $1/2$ for a single site, but is less easily noticed in a large system.

**A wrong clock.** Multiplying both rates by one factor leaves $f$ and the whole stationary law unchanged. So does replacing each random wait by its mean $1/R$, in the long-run average. The binomial test cannot see such faults; a transient can, if both its moments are checked. A common factor in the rates shifts its mean, whereas fixed waits show up mainly as too small a variance.

**Short burn-in.** A run from $n=0$ starts with a mean too low by $Nfe^{-\lambda t}$. After 20 relaxation times the factor is $2\times10^{-9}$.

## Worked example

A 100 nm × 100 nm patch of silicon under 5 nm of bare oxide has $10^{12}\ \mathrm{cm^{-2}}$ sites, so $N=10^{12}\times10^{-10}=100$. It is held at 600 °C, where $k_BT=0.07524$ eV, in 0.015 Torr of H2. A solubility of $7\times10^{14}\ \mathrm{cm^{-3}}$ per Torr gives $[\mathrm{H_2}]=1.05\times10^{13}\ \mathrm{cm^{-3}}$. Then

$$k_p=10^{-7}(1.05\times10^{13})e^{-1.5/0.07524}=2.308\times10^{-3}\ \mathrm{s^{-1}},$$
$$k_d=10^{13}e^{-2.8/0.07524}=6.895\times10^{-4}\ \mathrm{s^{-1}}.$$

The relaxation time is 334 s and $f=0.23002$. The prediction is a mean of 23.00 and a variance of $23.00\times0.770=17.71$, or $23.0\pm4.2$ active sites. As a density this is $(2.3\pm0.4)\times10^{11}\ \mathrm{cm^{-2}}$.

At $n=23$, $R=0.1062\ \mathrm{s^{-1}}$ and either event has probability 0.50. The draw $u_1=0.4166$ gives $\tau=0.539/0.1062=5.08$ s, and $u_2=0.0102$ selects passivation, so $n$ becomes 22.

A run of 20 000 relaxation times made 707 220 events, close to $2Nv\times20\,000=708\,440$. The results, also listed in the numerical output below, are:

| Quantity | Simulated | Theory | Standard error |
|---|---|---|---|
| mean | 22.978 | 23.002 | 0.042 |
| variance | 17.51 | 17.71 | 0.18 |

The deviations are 0.6 and 1.1 standard errors. Had the events been treated as independent samples, the quoted error of the mean would have been 0.005, and the same harmless deviation would have looked like a failure. Half the summed absolute difference between histogram and prediction is 0.004 for the binomial law and 0.065 for a Poisson law of equal mean, so the run distinguishes them. The visit average is 23.25, against 23.27 from the formula.

The clock was tested with 4000 runs from $n=0$, stopped after one relaxation time. Theory gives $p_0=0.230(1-e^{-1})=0.1454$, hence mean 14.54 and variance 12.43; the runs gave 14.60 and 12.38. The standard error of that mean is $\sqrt{12.43/4000}=0.056$.

One figure is less comfortable. The long run consisted of 400 blocks of 50 relaxation times, and the scatter of the block means was 0.885 of its prediction. For nearly Gaussian block means this ratio has a standard error of about $1/\sqrt{800}=0.035$, so it lies 3.3 standard errors low. If too short a correlation time were the cause, it would have to be $0.885^2=0.78$ of $1/\lambda$. The transient mean would then be $23.0(1-e^{-1/0.78})\approx16.6$, which the 4000 runs exclude. It is a rare sampling fluctuation: repeating the run with four other random seeds gives ratios between 1.00 and 1.04. The corresponding ratio for the block variances was 0.977.

## Real interfaces

The barriers, prefactors, solubility and site density are rough typical values for dangling bonds at a thermally oxidized silicon surface. The pressure was chosen low so that the two reactions compete. At 76 Torr, with temperature held fixed, $k_p/k_d$ rises from 3.35 by a factor of 5070 to $1.7\times10^4$. With equal rates the mean is then about 0.006 active sites per patch; the barrier spreads given next would make it about 0.017. At the low pressure of the example, unequal rates move the mean most among the neglected effects sized here. Independent Gaussian spreads of 0.06 eV in $E_p$ and 0.09 eV in $E_d$ raise the mean from 23.0 to 29.3.

With unequal sites the meaning of "variance" also matters. Over time in one device it is $\sum_if_i(1-f_i)$, which averages to $N(\langle f_i\rangle-\langle f_i^2\rangle)=15.4$. Across devices whose barriers are drawn independently, each site is active with probability $\langle f_i\rangle=0.293$. The count is again binomial, with variance $100\times0.293\times0.707=20.7$. The difference, 5.4, is $N\,\mathrm{Var}f_i$.

The other neglected effects, each added alone to the equal-rate model, are these.

- **Random site number.** If $N$ is Poisson distributed with mean 100, the variance across devices is $100f(1-f)+100f^2=100f=23.0$, 30% above the fixed-$N$ value.
- **Recaptured atomic hydrogen.** Treat each other site as a reacting hemisphere of radius $r=0.3$ nm. At hydrogen concentration $c$ and diffusivity $D$ it captures $2\pi Drc$ atoms per second. At site density $\sigma$ the capture flux is $2\pi Dr\sigma c$, while the escape flux through oxide of thickness $L$ is $Dc/L$. Their ratio is $\chi=2\pi r\sigma L=0.094$, and the capture probability is $\chi/(1+\chi)=0.086$. Suppose that every contact reacts, passivating an active site or stripping a passivated one, and that a captured atom is equally likely to reach any other site. The mean then becomes 24.6 and the variance 18.9. Real capture favours near neighbours, which this simple model ignores. The value of $\chi$ also assumes a concentration uniform along the interface, which holds on average for randomly placed sites. Because the oxide (5 nm) is thinner than the mean site spacing (10 nm), evenly spaced sites on a square grid would capture only about 0.02 of the atoms, and the mean would be about 23.3. Recapture by the site that released the atom is left out. Stripping raises the mean and passivation lowers it, so the two partly cancel and this is an estimate, not a bound. A binomial law with that mean would have variance 18.5, so in this equal-chance model the coupling itself adds about 2%.
- **Temperature error.** From $f=1/(1+k_p/k_d)$ at fixed $[\mathrm{H_2}]$, $df/dT=-v\,d\ln(k_p/k_d)/dT=v(E_d-E_p)/(k_BT^2)$. This amounts to 0.35 site per kelvin, so a 5 K error moves the mean by 1.8.
- **Hydrogen supply.** The patch of oxide holds on average only $5\times10^{-4}$ H2 molecule, but with a rough molecular diffusivity $D_m=1.3\times10^{-6}\ \mathrm{cm^2/s}$ they cross it in about $L^2/D_m=0.2$ µs. Supplying the consumption $k_pNf$ by diffusion through the patch area $a$ needs a concentration drop $k_pNfL/(D_ma)$, which is $2\times10^{-5}$ of $[\mathrm{H_2}]$. The flow converging on a single active site, taken as a hemisphere of radius $r=0.3$ nm, needs a larger local drop, $k_p/(2\pi D_mr)$, but this too is only about $9\times10^{-4}$ of $[\mathrm{H_2}]$.
- **Cooling and use.** Cooling to 300 K at 10 K/s, with $[\mathrm{H_2}]$ held fixed, changes the mean only to 22.9. At 85 °C, with $[\mathrm{H_2}]$ still at its anneal value, the relaxation time of these two thermal reactions is about $4\times10^7$ years. It is set by passivation and scales as $1/[\mathrm{H_2}]$; dissociation alone would take about $8\times10^{18}$ years. The anneal's fluctuation is therefore frozen in. Dissociation driven by bias or hot carriers is outside the model.

The creation of new dangling bonds during the anneal is also left out and has not been sized; it would make $N$ drift. If new bonds appear active at a constant rate $b$, the excess $\delta=\langle n\rangle-Nf$ obeys $\dot\delta=b(1-f)-\lambda\delta$ and settles at $b(1-f)/\lambda$. One new bond per relaxation time would thus put the mean 0.77 site above $Nf$ for the current $N$. The stationary law remains a good approximation at the current $N$ only while this excess is small compared with the standard deviation of 4.2 sites.

## Table of computed values

```
temperature 873.15 K, kT 0.07524 eV
patch 100 x 100 nm, oxide 5 nm
site density 1.0e+12 cm^-2, sites N 100
H2 pressure 0.015 Torr, solubility 7.0e+14 cm^-3/Torr
H2 concentration 1.050e+13 cm^-3
passivation: prefactor 1.0e-07 cm3/s, barrier 1.5 eV
dissociation: prefactor 1.0e+13 1/s, barrier 2.8 eV
kp 2.3082e-03 1/s, kd 6.8951e-04 1/s
lam 2.9977e-03 1/s, relaxation time 333.6 s
active fraction f 0.23002
binomial mean 23.002, variance 17.711, sd 4.208
active density 2.300e+11 cm^-2, sd 4.21e+10 cm^-2
at n=23: R 0.10618 1/s, mean wait 9.418 s
at n=23: passivation probability 0.5000
event n=23: u1 0.4166, u2 0.0102, wait 5.076 s, new n=22
event n=22: u1 0.8252, u2 0.2986, wait 16.681 s, new n=21
event n=21: u1 0.3684, u2 0.1937, wait 4.464 s, new n=20
burn-in 20 relaxation times
run 20000 relaxation times = 6.672e+06 s
events in run 707220
simulated mean 22.978, predicted error 0.042
simulated variance 17.508, predicted error 0.178
error of mean if events were independent 0.0050
blocks 400, each 50 relaxation times
block scatter/prediction: mean 0.885, variance 0.977
distance to binomial 0.0042, to Poisson 0.0651
visited-state mean: simulated 23.248, theory 23.272
transient at 1 relaxation time, 4000 runs from n=0:
  mean 14.601, theory 14.540
  variance 12.380, theory 12.426
barrier spreads 0.06 and 0.09 eV: mean 29.329
  variance in time, one device 15.370
  variance across devices 20.727
Poisson site number: variance across devices 23.002
H contact radius 0.3 nm, chi 0.0942, recapture 0.0861
  with recapture: mean 24.589, variance 18.898
H2 diffusivity 1.26e-06 cm2/s, relative depletion 2.0e-05
mean number of H2 molecules in oxide patch 5.25e-04
mean shift per kelvin 0.350 defects/K
cooling 10 K/s to 300 K: mean 22.908
  variance after cooling 17.660
relaxation time at 358.15 K 3.9e+07 years
```
